# The Berkowitz–Parr relation: density response at fixed mean electron number, part 2

A calculation at fixed chemical potential gives the response of an open system. The aim is the response of the site populations to the external potential when the mean electron number is held, obtained from the same kernel. What follows evaluates that kernel and tests the result on a four-site chain.

The operator $\hat n_i$ counts the electrons of both spins on site $i$, with thermal mean $n_i$; $\hat N=\sum_i\hat n_i$ has mean $N$. The Hamiltonian is $\hat H=\hat H_0+\sum_i v_i\hat n_i$, where $v_i$ is the external potential and $\hat H_0$ contains the hopping and any interaction, conserves the electron number and does not depend on $v$. The system is in grand-canonical equilibrium at chemical potential $\mu$ and temperature $T>0$. Boltzmann's constant is one, and $\beta=1/T$. The state is governed by

$$
\hat K=\hat H-\mu\hat N=\hat H_0+\sum_i u_i\hat n_i,\qquad u_i=v_i-\mu . \tag{2}
$$

With $Z=\mathrm{Tr}\,e^{-\beta\hat K}$, traced over all electron numbers, and $\Omega=-T\ln Z$,

$$
\frac{\partial\Omega}{\partial u_i}
=-\frac{T}{Z}\frac{\partial Z}{\partial u_i}
=\frac{1}{Z}\mathrm{Tr}\big(e^{-\beta\hat K}\hat n_i\big)=n_i . \tag{4}
$$

The softness kernel, the local and global softness, and the response at fixed $N$ are

$$
s_{ij}=-\frac{\partial n_i}{\partial u_j},\qquad
s_i=\sum_j s_{ij},\qquad
S=\sum_i s_i,\qquad
\chi_{ij}=\left(\frac{\partial n_i}{\partial v_j}\right)_N . \tag{3}
$$

At fixed $\mu$ the response to $v$ is $-s_{ij}$. The exact kernel is symmetric, and

$$
s_i=\beta\big(\langle\hat n_i\hat N\rangle-\langle\hat n_i\rangle\langle\hat N\rangle\big),\qquad
S=\beta\big(\langle\hat N^2\rangle-\langle\hat N\rangle^2\big). \tag{7}
$$

Holding $N$ shifts the chemical potential, with $f_j$ the Fukui function, and gives the response:

$$
\delta\mu=\sum_j f_j\,\delta v_j,\qquad f_j=\frac{s_j}{S}. \tag{9}
$$

$$
\chi_{ij}=-s_{ij}+\frac{s_is_j}{S}. \tag{10}
$$

For a nonsymmetric approximate kernel, part I gives a form with the column sums $c_j=\sum_i s_{ij}$:

$$
\chi_{ij}=-s_{ij}+\frac{s_i\,c_j}{S}.
$$

These results hold the mean $N$. In a canonical ensemble every member has the same electron number, and the response is in general not $\chi$.

### A spectral form and the sign of the response

Let $\hat K|a\rangle=E_a|a\rangle$ and $p_a=e^{-\beta E_a}/Z$. To find the change of the equilibrium state under a small $\hat W$ added to $\hat K$, consider $\hat Y(\tau)=e^{\tau\hat K}e^{-\tau(\hat K+\hat W)}$. Its derivative is $-e^{\tau\hat K}\hat We^{-\tau(\hat K+\hat W)}$. Integrating from 0 to $\beta$, multiplying by $e^{-\beta\hat K}$ from the left and keeping first order in $\hat W$ gives

$$
\delta e^{-\beta\hat K}=-\int_0^\beta d\tau\;e^{-(\beta-\tau)\hat K}\,\hat W\,e^{-\tau\hat K}.
$$

Between eigenstates the integral is elementary. After division by $Z$ it is $-w_{ab}W_{ab}$, with

$$
w_{ab}=\frac{p_a-p_b}{E_b-E_a}\quad(E_a\ne E_b),\qquad w_{ab}=\beta p_a\quad(E_a=E_b). \tag{13}
$$

A constant added to $\hat W$ does not change the normalized state, so take $\hat W=\sum_j\delta u_j\,\Delta\hat n_j$ with $\Delta\hat n_j=\hat n_j-n_j$. The mean of this $\hat W$ is zero, and $Z$ then has no first-order change. Taking the trace with $\Delta\hat n_i$ gives $\delta n_i$, and the definition of the kernel gives

$$
s_{ij}=\sum_{ab}w_{ab}\,\langle a|\Delta\hat n_j|b\rangle\langle b|\Delta\hat n_i|a\rangle . \tag{14}
$$

All $w_{ab}$ are positive, because the state of lower energy has the larger probability. For real coefficients $c_i$ and $\hat C=\sum_ic_i\,\Delta\hat n_i$,

$$
\sum_{ij}c_is_{ij}c_j=\sum_{ab}w_{ab}\,|\langle a|\hat C|b\rangle|^2\ge0 .
$$

Equality requires $\hat C=0$. In the empty state $\hat C$ has the value $-\sum_ic_in_i$, and with one electron on site $k$ it has the value $c_k-\sum_ic_in_i$. Both vanish for every $k$ only if all $c_k=0$, so $s$ is positive definite.

For the response at fixed $N$, write $\bar c=\sum_if_ic_i$ and expand the square:

$$
\sum_{ij}(c_i-\bar c)s_{ij}(c_j-\bar c)
=\sum_{ij}c_is_{ij}c_j-2\bar c\sum_is_ic_i+\bar c^2S
=\sum_{ij}c_is_{ij}c_j-S\bar c^2 ,
$$

where $\sum_is_ic_i=S\bar c$ was used. The right side is $-\sum_{ij}c_i\chi_{ij}c_j$. Hence $-\chi$ has no negative eigenvalue, and its one zero mode is the constant potential. A code should reproduce this pattern within its numerical error.

### Independent electrons

Without interactions, let the real symmetric one-electron matrix $h$ have eigenvalues $\varepsilon_k$ and real orthonormal eigenvectors $\phi_{ik}$. Each orbital and spin contributes a factor $1+e^{-\beta(\varepsilon_k-\mu)}$ to $Z$, so

$$
\Omega=-2T\sum_k\ln\!\big(1+e^{-\beta(\varepsilon_k-\mu)}\big),\qquad
\frac{\partial\Omega}{\partial\varepsilon_k}=2g_k,\qquad
g_k=\frac{1}{e^{\beta(\varepsilon_k-\mu)}+1}.
$$

First-order perturbation theory gives $\partial\varepsilon_k/\partial v_i=\phi_{ik}^2$, and with equation (4) $n_i=2\sum_kg_k\phi_{ik}^2$. This is $n_i=2D_{ii}$ with the matrix $D=g(h)$.

Because $D$ is a function of $h$, it commutes with $h$, before and after the perturbation. The first-order part of $[h,D]=0$ is $[h,\delta D]+[\delta h,D]=0$. Between eigenvectors $k$ and $l$ it reads

$$
(\varepsilon_k-\varepsilon_l)\,\delta D_{kl}+\delta h_{kl}(g_l-g_k)=0 ,
$$

so $\delta D_{kl}=G_{kl}\,\delta h_{kl}$ with

$$
G_{kl}=\frac{g_k-g_l}{\varepsilon_k-\varepsilon_l}\quad(k\ne l),\qquad
G_{kk}=g'(\varepsilon_k)=-\beta g_k(1-g_k). \tag{15}
$$

The diagonal entry follows because rotating the eigenvectors changes $D_{kk}$ in second order, while the level shift $\delta h_{kk}$ changes it in first order. The levels are taken as nondegenerate. This holds for an open chain with nonzero hopping, since the first component of an eigenvector and its energy determine the remaining components one after another.

At fixed $\mu$, $\delta h_{kl}=\sum_j\phi_{jk}\phi_{jl}\,\delta v_j$. Inserting this in $\delta n_i=2\sum_{kl}\phi_{ik}\phi_{il}\,\delta D_{kl}$ gives

$$
s_{ij}=-2\sum_{kl}\phi_{ik}\phi_{jk}\phi_{il}\phi_{jl}\,G_{kl}. \tag{16}
$$

The factor 2 counts spin. Summing over $j$ and using $\sum_j\phi_{jk}\phi_{jl}=\delta_{kl}$ leaves the diagonal terms:

$$
s_i=2\beta\sum_kg_k(1-g_k)\phi_{ik}^2,\qquad S=2\beta\sum_kg_k(1-g_k). \tag{17}
$$

The local and global softness of independent electrons thus come from partly filled levels. The kernel $s_{ij}$ also contains the off-diagonal $G_{kl}$, which redistribute charge without changing its total and remain when all levels are full or empty, provided both kinds are present.

### The chain and its kernel

The chain has four sites, open ends and hopping matrix element $-t$ between neighbours. Energies are in units of $t$ and responses in $1/t$. The site energies are $-0.6$, $0$, $0.4$ and $0$, the temperature is $0.3$ and the mean electron number is 3. The orbital energies are $-1.64802$, $-0.75352$, $0.46326$ and $1.73828$, and the root search gives $\mu=-0.72368$.

The second level lies $0.030$ below $\mu$, a tenth of the temperature, and is about half full. The four products $g_k(1-g_k)$ are $0.0420$, $0.2494$, $0.0184$ and $0.0003$. Their sum before rounding is $0.3100$, and equation (17) gives $S=2\times0.3100/0.3=2.067$, as found from the kernel. The second level supplies four fifths of it.

The first row of the kernel is $0.78048$, $-0.18601$, $0.01988$, $0.04145$, with sum $s_1=0.65580$. The other local softnesses are $0.16042$, $0.47062$ and $0.78009$. The Fukui function is therefore

$$
f=(0.31728,\;0.07761,\;0.22769,\;0.37742).
$$

Equation (10) gives for two elements of the first row

$$
\chi_{11}=-0.78048+0.65580\times0.31728=-0.5724,
$$
$$
\chi_{13}=-0.01988+0.65580\times0.22769=+0.1294 .
$$

In the second the correction reverses the sign. With a reservoir, raising site 3 slightly lowers the population of site 1. With $N$ held, some of the electrons leaving site 3 arrive at site 1. The complete first row of $\chi$ is $-0.57241$, $0.23691$, $0.12944$, $0.20606$, and its sum is zero.

The numerical check differentiates the populations with $\mu$ solved anew for each potential and compares the result with the kernel measured at fixed $\mu$. The largest discrepancy is about $2\times10^{-9}/t$, to be set against elements of $\chi$ with magnitudes from $0.076/t$ to $0.572/t$.

### Following a finite perturbation

Raise site 1 by $0.02\,t$. To first order in the rise, at fixed $\mu$ its population changes by $-0.78048\times0.02=-0.01561$ electrons, and the chain loses $0.65580\times0.02=0.01312$ electrons. Restoring them requires

$$
\delta\mu=0.31728\times0.02\,t=0.00635\,t .
$$

This returns $0.65580\times0.00635=0.00416$ electrons to site 1, for a net change of $-0.01145$. The open-system value is 36% larger in magnitude than this.

The linear prediction for all four sites is $-0.011448$, $0.004738$, $0.002589$, $0.004121$ electrons. Solving the perturbed chain directly gives $-0.011445$, $0.004734$, $0.002581$, $0.004130$. The largest difference is $0.000009$ electrons, less than 0.1% of the change on site 1. Halving the perturbation reduces the norm of the remainder by a factor of $4.02$, as expected when the first neglected term is quadratic.

### Low temperature and loss of precision

Let $N$ fill an integer number of levels with a gap $\Delta$ above them. As $T\to0$, $\mu$ tends to the middle of the gap, where the few holes below balance the few electrons above. Each of the two edge levels has $g(1-g)\approx e^{-\Delta/2T}$, so $S\approx(4/T)e^{-\Delta/2T}\to0$. By equation (17), $f_i$ is a weighted mean of the numbers $\phi_{ik}^2$ and lies between 0 and 1. The correction $s_is_j/S=Sf_if_j$ is then at most $S$. It vanishes, and $\chi\to-s$. The quotient must still be coded with care, since numerator and denominator both go to zero.

For the chain with $N=4$ and $T=0.03\,t$, the gap is $0.46326+0.75352=1.21678$ in units of $t$. The estimate gives $2.08\times10^{-7}/t$, in agreement with the computed $S$. The diagonals of $s$ and $-\chi$ agree to the five decimals printed.

With $N=3$ the second level is half full, and $\mu$ tends to its energy. That level alone gives $S\to2\beta/4=1/(2T)$, which diverges. Its part of the kernel is $\phi_{i2}^2\phi_{j2}^2/(2T)$. Since $f_i\to\phi_{i2}^2$, the correction has the same limit, and the two cancel. What remains is finite: $\chi$ tends to minus the terms of equation (16) with $k\ne l$ and fillings $1,\tfrac12,0,0$. At $T=0.03\,t$ the computed values are $S=16.67/t$, $s_{44}=3.539/t$ and $\chi_{44}=-0.419/t$. The response is a small difference of larger numbers, and the cancellation worsens as $1/T$.

The loss of digits from this cancellation can be avoided. Let $w_k=g_k(1-g_k)/\sum_lg_l(1-g_l)$, so that $f_i=\sum_kw_k\phi_{ik}^2$. Separating the terms $k=l$ of equation (16) and combining them with the correction gives

$$
\chi_{ij}=2\sum_{k\ne l}\phi_{ik}\phi_{jk}\phi_{il}\phi_{jl}G_{kl}
-S\sum_kw_k(\phi_{ik}^2-f_i)(\phi_{jk}^2-f_j). \tag{18}
$$

The second sum is a covariance over levels. Subtracting the means before multiplying removes the divergent parts before they are formed. When one level carries nearly all the weight, the covariance is nearly zero. Equation (18) does not remove the error carried by $\mu$ itself. A residual $\delta\mu$ from the root search or from rounding shifts the filling of a partly filled level by $g(1-g)\,\delta\mu/T$, which also grows as $1/T$ and enters through $G_{kl}$. For the chain with $N=3.3$ in double precision, the error of equation (18) rises from below $10^{-15}/t$ at $T=0.03\,t$ to about $6\times10^{-9}/t$ at $T=10^{-10}\,t$.

Finite differences need separate care. At fixed $\mu$ the occupation of a level near $\mu$ varies over an energy of order $T$, so the potential step must then be small compared with $T$. If $\mu$ lies many $T$ away from every level, a larger step can be used, provided the levels stay far from $\mu$ and the response stays linear.

### With interactions

Equation (10) does not rely on independent electrons. Adding a repulsion $U=4t$ between two electrons on the same site, at the same temperature and mean number, and diagonalizing the whole Fock space gives $\mu=0.31520\,t$ and $S=0.90515/t$. The variance of the electron number is $0.27154$, and equation (7) confirms $0.27154/0.3=0.905$. Repulsion has reduced the global softness of this chain by a factor of $2.3$. For site 1,

$$
\chi_{11}=-0.17941+\frac{0.17805^2}{0.90515}=-0.1444,
$$

in agreement with direct differentiation at fixed $N$.

The same calculation measures the effect of a sharp electron number. The largest difference between an element of the canonical response at three electrons and the same element of $\chi$ is $0.018/t$ without repulsion and $0.020/t$ with it. These are 3% and 9% of the largest element of the respective $\chi$. The larger percentage reflects mainly the smaller response, since the absolute differences are nearly equal.

In a self-consistent mean-field method, the orbitals feel $v_i+w_i(n)$, and equation (16) gives the kernel $s^0$ for a change of this effective potential. It is not the kernel of the whole system. With $J_{ij}=\partial w_i/\partial n_j$ at fixed $T$, the change at fixed $\mu$ obeys, in matrix notation,

$$
\delta n=-s^0(\delta v+J\,\delta n)
\quad\Rightarrow\quad
s=(1+s^0J)^{-1}s^0 ,
$$

provided the inverse exists. Since $s^0$ is positive definite, this equals $\big((s^0)^{-1}+J\big)^{-1}$, which is symmetric when $J$ is, as happens when $w_i$ is the derivative of an interaction energy with respect to $n_i$. Equation (10) then applies if the sum $S$ of all elements of this $s$ is not zero, which an attractive $J$ does not guarantee. The local softnesses must be the row sums of this $s$, and $S$ their total; for a nonsymmetric $J$ the form with column sums from part I is needed. Alternatively, apply equation (10) to $s^0$ to obtain $\chi^0$, the response to the effective potential at fixed $N$. Then $\delta n=\chi^0(\delta v+J\,\delta n)$, and

$$
\chi=(1-\chi^0J)^{-1}\chi^0 ,
$$

again if the inverse exists. Both routes solve the same linear equations. Combining $s$ with the row sums of $s^0$ does not, and in general it violates number conservation. These mean-field formulas are derived here but not exercised by the numerical check, which treats independent electrons and the full many-electron problem.

## Numbers as computed

```
INDEPENDENT ELECTRONS
site energies (t): -0.60 0.00 0.40 0.00
T = 0.3 t, mean N = 3.0, mu = -0.72368 t
orbital energies (t): -1.64802 -0.75352 0.46326 1.73828
site densities (electrons): 1.01794 0.76406 0.61920 0.59880
s row 1 (1/t): 0.78048 -0.18601 0.01988 0.04145
s row 2 (1/t): -0.18601 0.41582 -0.03922 -0.03016
s row 3 (1/t): 0.01988 -0.03922 0.46254 0.02743
s row 4 (1/t): 0.04145 -0.03016 0.02743 0.74138
local softness (1/t): 0.65580 0.16042 0.47062 0.78009
global softness S = 2.06693 1/t
Fukui function s_i/S (no unit): 0.31728 0.07761 0.22769 0.37742
chi row 1, fixed N (1/t): -0.57241 0.23691 0.12944 0.20606
chi row 2, fixed N (1/t): 0.23691 -0.40337 0.07575 0.09071
chi row 3, fixed N (1/t): 0.12944 0.07575 -0.35538 0.15019
chi row 4, fixed N (1/t): 0.20606 0.09071 0.15019 -0.44696
eigenvalues of s (1/t): 0.33130 0.46367 0.72416 0.88108
eigenvalues of -chi (1/t): 0.00000 0.43029 0.55840 0.78943
largest error of the relation = 1.8e-09 1/t
SITE 1 RAISED BY 0.02 t
change at fixed mu (electrons): -0.015610 0.003720 -0.000398 -0.000829
its sum = -0.013116 electrons
mu shift: linear 0.006346 t, direct 0.006353 t
refilling (electrons): 0.004161 0.001018 0.002986 0.004950
linear total (electrons): -0.011448 0.004738 0.002589 0.004121
direct total (electrons): -0.011445 0.004734 0.002581 0.004130
remainder ratio, full/half rise = 4.021
WITH REPULSION U = 4.0 t
mu = 0.31520 t, S = 0.90515 1/t
variance of N = 0.27154 electrons^2
local softness (1/t): 0.17805 0.22879 0.23306 0.26524
diagonal of s (1/t): 0.17941 0.25611 0.28862 0.29664
diagonal of chi (1/t): -0.14439 -0.19828 -0.22861 -0.21891
largest error of the relation = 4.6e-10 1/t
SHARP ELECTRON NUMBER (canonical)
U = 0.0 t: largest difference from chi = 0.01842 1/t
U = 4.0 t: largest difference from chi = 0.01996 1/t
INDEPENDENT ELECTRONS AT T = 0.03 t
N = 3.0: S = 1.6667e+01 1/t
  diagonal of s (1/t): 2.26048 0.37781 1.37075 3.53943
  diagonal of chi (1/t): -0.61537 -0.37689 -0.36465 -0.41859
N = 4.0: S = 2.0779e-07 1/t
  diagonal of s (1/t): 0.52366 0.37600 0.38834 0.64661
  diagonal of chi (1/t): -0.52366 -0.37600 -0.38834 -0.64661
```
